# Complex momentum contours for lattice Green functions without broadening, part 1

(Sections cited here and not found follow in the second part.)

## First half: the deformed zone integral

### The difficulty on the real axis

An electron whose energy \(E\) lies inside a band has a surface of crystal momenta on which the band energy equals \(E\). The local Green function at that energy, and with it the density of states, is a zone integral whose integrand diverges on this surface. A broadening \(\eta\) makes the integrand finite, but it changes the answer, and the grid must resolve a layer whose thickness is proportional to \(\eta\). Without broadening a uniform grid fails altogether: every term of the sum is real, so the sum has no imaginary part and cannot give a density of states. The remedy derived here moves the integration variable into complex momentum space, away from the surface of divergence.

Let \(k=(k_1,\dots,k_d)\), with \(d=1,2,3\), be reduced momenta, each with period \(2\pi\). The band is a finite sum

\[
\varepsilon(k)=\sum_R a_R\cos(k\cdot R+\phi_R),
\]

with real \(a_R,\phi_R\) and integer vectors \(R\). This covers every one-band Hamiltonian of finite range. Gradients and lengths refer to these reduced coordinates. Angle brackets denote the average over the zone, \(\langle f\rangle=\int d^dk\,f/(2\pi)^d\). The Green function is

\[
G(z)=\left\langle\frac{1}{z-\varepsilon(k)}\right\rangle ,\qquad z=E+i\eta,\quad \eta>0 .
\]

The limit \(\eta\to0^+\) is the retarded function \(G(E+i0)\), and the density of states is \(\rho(E)=-\operatorname{Im}G(E+i0)/\pi\).

### What a finite grid computes

Let \(f(u)\) be a smooth periodic function with Fourier series \(f(u)=\sum_RF_Re^{iR\cdot u}\). On the grid \(u_j=2\pi\ell_j/N\), \(\ell_j=0,\dots,N-1\), the average of \(e^{iR\cdot u}\) is 1 if every component of \(R\) is a multiple of \(N\), and 0 otherwise. The exact average is \(F_0\). The grid error is therefore

\[
\langle f\rangle_N-\langle f\rangle=\sum_{n\neq0}F_{Nn},
\]

where \(n\) runs over integer vectors. For \(f=1/(z-\varepsilon)\) the coefficient \(F_R\) is the Green function between sites separated by \(R\), up to the orientation of \(R\). The grid thus describes a periodic cluster of \(N^d\) sites, and the error is the amplitude that reaches the periodic images of the starting site.

Suppose \(f\) is analytic for \(|\operatorname{Im}u_j|<a\) and bounded there by \(M\). In

\[
F_R=\int\frac{d^du}{(2\pi)^d}\,f(u)\,e^{-iR\cdot u}
\]

shift each variable by \(-ib\,\operatorname{sgn}(R_j)\), with \(0<b<a\). Periodicity cancels the side pieces of the contour, and the exponential acquires the factor \(e^{-b|R|_1}\), where \(|R|_1=\sum_j|R_j|\). Letting \(b\to a\) gives \(|F_R|\le Me^{-a|R|_1}\). With \(w=e^{-aN}\), the sum over one component of \(n\) is

\[
\sum_{n_j=-\infty}^{\infty}w^{|n_j|}=1+\frac{2w}{1-w}=\frac{1+w}{1-w}=\coth\frac{aN}{2}.
\]

The product over components, less the term \(n=0\), bounds the error:

\[
\left|\langle f\rangle_N-\langle f\rangle\right|\le M\left[\coth^d\!\left(\frac{aN}{2}\right)-1\right].
\]

For large \(aN\) the right side tends to \(2dMe^{-aN}\). Fast convergence thus requires a wide strip of analyticity.

The undeformed integrand has a narrow one. Near a point \(k_0\) of the energy shell, a zero of \(E+i\eta-\varepsilon\) lies at \(k_0+\delta k\) with \(v\cdot\delta k=i\eta\) to leading order, where \(v=\nabla\varepsilon\). A displacement along \(v\) has length \(\eta/|v|\), so the decay rate is of order \(\eta/|v|\). Physically, an amplitude with lifetime proportional to \(1/\eta\) travels a distance proportional to \(|v|/\eta\), and the cluster must be larger than that. The number of grid points per direction at fixed accuracy grows as \(1/\eta\).

### A momentum shift that acts as a local broadening

Let \(u\) be a real momentum and \(h(u)\) a real periodic vector. A Taylor expansion gives

\[
\varepsilon(u+ih)=\varepsilon(u)+ih\cdot v-\frac12\sum_{ij}h_i\varepsilon_{ij}h_j+O(|h|^3),
\qquad \varepsilon_{ij}=\partial_i\partial_j\varepsilon .
\]

The second-order term is real. To leading order the imaginary part of \(z-\varepsilon\) is therefore \(\eta-h\cdot v\), and it increases if \(h\) points against the velocity. Choose

\[
h(u)=-\alpha\,g(u)\,v(u),\qquad g(u)=\chi(\varepsilon(u)-E),
\]

with \(\alpha>0\) and \(0\le\chi\le1\), where \(\chi(0)=1\). Then

\[
\operatorname{Im}\left[z-\varepsilon(u+ih)\right]\simeq\eta+\alpha g|v|^2 .
\]

The shift supplies a positive broadening \(\alpha g|v|^2\), with the sign of the retarded function. Unlike a physical broadening it need not change the integral, because the integration variable has moved along with it. The opposite sign of \(\alpha\) would belong to the advanced function.

### A bound on the size of the shift

The leading-order argument must be made safe at finite \(\alpha\), and for all intermediate shifts \(\lambda h\) with \(0\le\lambda\le1\). Write \(\theta_R=u\cdot R+\phi_R\). From \(\cos(\theta+iy)=\cos\theta\cosh y-i\sin\theta\sinh y\),

\[
\operatorname{Im}\varepsilon(u+i\lambda h)=-\sum_Ra_R\sin\theta_R\,\sinh(\lambda h\cdot R).
\]

Since \(v=-\sum_Ra_RR\sin\theta_R\), replacing \(\sinh x\) by \(x\) gives \(\lambda h\cdot v\). The error of this replacement follows from the series

\[
|\sinh x-x|=\sum_{m=0}^{\infty}\frac{|x|^{2m+3}}{(2m+3)!}
\le\frac{|x|^3}{6}\sum_{m=0}^{\infty}\frac{x^{2m}}{(2m)!}
=\frac{|x|^3}{6}\cosh x ,
\]

because \((2m+3)!\ge6\,(2m)!\). Let \(v_{\max}\) be the largest value of \(|v|\) in the zone. Then \(|\lambda h\cdot R|\le\lambda\alpha g|v||R|\), which is at most \(\alpha v_{\max}|R|\). Define

\[
C=\sum_R|a_R|\,|R|^3\cosh(\alpha v_{\max}|R|).
\]

Inserting \(h\cdot v=-\alpha g|v|^2\),

\[
\begin{aligned}
\operatorname{Im}\varepsilon(u+i\lambda h)
&\le-\lambda\alpha g|v|^2+\frac{C}{6}(\lambda\alpha g|v|)^3\\
&=-\lambda\alpha g|v|^2\left[1-\frac{C}{6}\lambda^2\alpha^2g^2|v|\right]\\
&\le-\lambda\alpha g|v|^2\,\mu,\qquad
\mu=1-\frac{\alpha^2v_{\max}C}{6}.
\end{aligned}
\]

The shift has the right sign everywhere if \(\mu>0\). This can be satisfied by making \(\alpha\) small. The condition is sufficient, not necessary. The possible violation is cubic in \(|v|\) while the wanted term is quadratic, so points of small velocity need no separate treatment.

For the nearest-neighbour square lattice, with hopping \(t=1\),

\[
\varepsilon=-2(\cos k_x+\cos k_y),\qquad v_j=2\sin k_j ,
\]

no bound is needed. Here \(h_j=-2\alpha g\sin u_j\), and

\[
\operatorname{Im}\varepsilon(u+i\lambda h)=2\sum_j\sin u_j\sinh(\lambda h_j)
=-2\sum_j|\sin u_j|\sinh(2\lambda\alpha g|\sin u_j|)\le0
\]

for every positive \(\alpha\).

### Why the integral does not change

Let \(k(u,\lambda)=u+i\lambda h(u)\), let \(A_{ij}=\partial k_i/\partial u_j\) and \(J=\det A\). Consider

\[
I(\lambda)=\left\langle f(k(u,\lambda))\,J(u,\lambda)\right\rangle_u ,\qquad f(k)=\frac1{z-\varepsilon(k)} .
\]

At \(\lambda=0\) this is \(G(z)\). The claim is that \(dI/d\lambda=0\) for \(\eta>0\).

Let \(B=\operatorname{adj}A\) be the adjugate matrix, so that \(AB=BA=J\,\mathbb 1\). With \(\partial k_i/\partial\lambda=ih_i\), the derivative of a determinant gives

\[
\frac{\partial}{\partial\lambda}(fJ)=J\sum_i\frac{\partial f}{\partial k_i}\,ih_i+f\sum_{ij}B_{ji}\,\partial_j(ih_i).
\]

Here and below \(\partial_j\) acts on \(u_j\). Compare this with the divergence of the periodic vector \(P_j=f\sum_iB_{ji}\,ih_i\):

\[
\sum_j\partial_jP_j=\sum_{ij}(\partial_jf)B_{ji}\,ih_i
+f\sum_i\Big(\sum_j\partial_jB_{ji}\Big)ih_i
+f\sum_{ij}B_{ji}\,\partial_j(ih_i).
\]

Because \(f\) is holomorphic in \(k\), \(\partial_jf=\sum_l(\partial f/\partial k_l)A_{lj}\). Then \(\sum_jA_{lj}B_{ji}=J\delta_{li}\) turns the first term into the first term of \(\partial_\lambda(fJ)\). The third terms already agree. The middle term vanishes since

\[
\sum_j\partial_jB_{ji}=0 .
\]

In one dimension \(B=1\). In two dimensions,

\[
B=\begin{pmatrix}\partial_2k_2&-\partial_2k_1\\-\partial_1k_2&\partial_1k_1\end{pmatrix},
\]

and each column has zero divergence because mixed derivatives commute. In three dimensions the columns of \(B\) are cross products such as \(\nabla k_2\times\nabla k_3\), whose divergence is zero for the same reason.

Hence \(\partial_\lambda(fJ)\) is the divergence of a periodic vector, and its zone average vanishes. The proof needs \(f\) to be holomorphic at every momentum visited. This holds, since \(\operatorname{Im}(z-\varepsilon(k))\ge\eta>0\) by the bound above. It also needs \(h\) to be periodic and twice continuously differentiable; analyticity of \(h\) plays no part in this step.

Differentiating \(h_i=-\alpha g\,\partial_i\varepsilon\), with \(g'=\chi'(\varepsilon-E)\), gives the Jacobian matrix at \(\lambda=1\):

\[
A_{ij}=\delta_{ij}-i\alpha\left(g\,\varepsilon_{ij}+g'v_iv_j\right).
\]

All quantities on the right are taken at the real point \(u\).

### Removing the broadening

Assume now that \(E\) is not a van Hove energy, meaning that no point with \(\varepsilon=E\) has \(v=0\). Assume also that \(\chi\) is either positive everywhere or vanishes only at nonzero argument. Consider \(E-\varepsilon(k(u))\) at \(\lambda=1\). If \(g|v|^2>0\), its imaginary part is positive. If \(v=0\), the shift vanishes and the denominator is \(E-\varepsilon(u)\), with \(\varepsilon(u)\) a critical value different from \(E\). If \(g=0\), the shift vanishes again, and \(\varepsilon(u)\ne E\) because \(\chi(0)=1\).

The denominator is thus continuous and nonzero on the closed zone, so its modulus has a positive minimum \(c\). Adding \(i\eta\) to a number with non-negative imaginary part cannot reduce its modulus, so \(c\) is a lower bound for every \(\eta\ge0\). The integrand is bounded uniformly in \(\eta\), and the limit may be taken under the integral:

\[
\boxed{\,G(E+i0)=\left\langle\frac{\det A(u)}{E-\varepsilon\left(u-i\alpha g(u)\nabla\varepsilon(u)\right)}\right\rangle_u\,}
\]

If \(\chi\) is analytic, so is this integrand near each real \(u\). Since the zone is compact, there is a common strip \(|\operatorname{Im}u_j|<a\) with \(a>0\) in which it is analytic and bounded. The grid estimate then gives an error of order \(e^{-aN}\) at zero broadening.

## Second half: rates, cutoffs, several bands and numbers

### Symbols and results carried over

The real grid variable is \(u\), the complex momentum is \(k(u)=u-i\alpha gv\), and \(v=\nabla\varepsilon\). The factor \(g=\chi(\varepsilon-E)\) is the energy cutoff, and \(A=\partial k/\partial u\). The retarded Green function is the average of \(\det A/(E-\varepsilon(k(u)))\), provided \(E\) is not a van Hove energy and the shift has the right sign, for which \(\mu=1-\alpha^2v_{\max}C/6>0\) suffices. The grid error is the sum of the Fourier coefficients \(F_{Nn}\) of the integrand with \(n\ne0\). In the examples the nearest-neighbour hopping is \(t=1\) and the lattice constant is 1. Energies are in units of \(t\), while \(G\), \(\rho\) and \(\alpha\) are in units of \(1/t\).

### The rate near a band edge

The strip width depends on \(E\), and it must close at a van Hove energy, where the shift vanishes at a point of the shell. The law of closing can be found explicitly for a two-dimensional band minimum with isotropic curvature \(m>0\). Measure momentum from the minimum:

\[
\varepsilon=E_c+\tfrac12mk^2,\qquad \delta=E-E_c>0,\qquad k_0=\sqrt{2\delta/m}.
\]

Take \(g=1\), which is also the leading behaviour of a smooth even cutoff much wider than \(\delta\). Since \(v=mu\), the deformation is a complex scaling,

\[
k=\beta u,\qquad\beta=1-i\alpha m,\qquad \det A=\beta^2 .
\]

The coefficient at distance \(R\) along the \(x\) axis is determined by the poles of \(\beta^2/(\delta-\tfrac12m\beta^2u^2)\). At fixed real \(u_y\), the relevant pole is

\[
u_x^*=\sqrt{k_0^2/\beta^2-u_y^2},\qquad\operatorname{Im}u_x^*>0 ,
\]

and it contributes a factor \(e^{iRu_x^*}\). For a complex number \(w=(u_x^*)^2\), the imaginary part of the root satisfies \((\operatorname{Im}\sqrt w)^2=(|w|-\operatorname{Re}w)/2\). At fixed \(\operatorname{Im}w\) this increases as \(\operatorname{Re}w\) decreases. The slowest decay therefore occurs at \(u_y=0\), and the rate is

\[
a=k_0\operatorname{Im}\frac1{1-i\alpha m}
=\sqrt{\frac{2\delta}{m}}\;\frac{\alpha m}{1+\alpha^2m^2}.
\]

Close to \(u_y=0\), with \(u_0=k_0/\beta\), one has \(u_x^*\simeq u_0-u_y^2/(2u_0)\). The remaining integral is Gaussian,

\[
\int du_y\,e^{-iRu_y^2/(2u_0)}=\sqrt{\frac{2\pi u_0}{iR}} ,
\]

and it converges because \(\operatorname{Re}(i/u_0)=\operatorname{Im}u_0/|u_0|^2>0\). The amplitude at the nearest images thus behaves as \(N^{-1/2}e^{-aN}\). The diagonal images, at distance \(\sqrt2N\), decay faster.

For small \(\alpha m\) the rate is \(\alpha mk_0=\alpha|v|\), as the simple picture of a shifted contour suggests. It does not grow indefinitely with \(\alpha\). The function \(x/(1+x^2)\) has its maximum \(1/2\) at \(x=1\), so near this edge the best choice is \(\alpha=1/m\), with rate \(k_0/2\). Beyond it, the stretching of the coordinates by \(|\beta|\) costs more than the rotation of the momentum gains. A maximum of the band gives the same law with \(m\) and \(\delta\) replaced by their magnitudes: the scaling factor becomes its complex conjugate, and the other root lies in the upper half-plane.

### The rate near a saddle

The square lattice has a saddle energy \(E_c=0\), at \((\pi,0)\) and \((0,\pi)\). With momenta measured from \((\pi,0)\), the band is \(\varepsilon\simeq-k_x^2+k_y^2\), so the curvatures are \(-2\) and \(2\). For \(\alpha=1/2\) and \(g=1\),

\[
k_x=(1+i)u_x,\qquad k_y=(1-i)u_y .
\]

Since \((1\pm i)^2=\pm2i\),

\[
\varepsilon\simeq-2iu_x^2-2iu_y^2,\qquad
E-\varepsilon\simeq E+2i(u_x^2+u_y^2).
\]

The hyperbolic form has become isotropic. Its zeros satisfy \(u^2=iE/2\), where \(u^2=u_x^2+u_y^2\). At \(u_y=0\) the root has modulus \(\sqrt{|E|/2}\) and a phase at \(45^\circ\) to the real axis, so

\[
a=\sqrt{\frac{|E|}{2}}\,\frac1{\sqrt2}=\frac{\sqrt{|E|}}2 .
\]

This is the same rate as at the band edge with \(|m|=2\). The two saddles contribute equal amplitudes at the nearest images, except that one carries the phase \((-1)^N\). Within the quadratic approximation their contributions add for even \(N\) and cancel for odd \(N\). On odd grids a remainder from the lattice corrections survives, and it need not carry the prefactor \(N^{-1/2}\). It is much smaller than the error on neighbouring even grids only close to the saddle energy and at moderate \(N\): the ratio to the geometric mean of the errors at \(N-1\) and \(N+1\) is about \(0.06\) at \(N=81\) and \(0.13\) at \(N=201\) for \(E=-0.05\), but already \(0.75\) at \(N=81\) for \(E=-0.3\). The rate is therefore measured on even grids.

For a general nondegenerate critical point with Hessian \(M\), the local deformation is \(k=(1-i\alpha M)u\), again for \(g\simeq1\). Writing \(u=\sqrt{|\delta|}\,s\) makes the whole denominator proportional to \(|\delta|\). All local distances to singularities then scale as \(\sqrt{|\delta|}\), and

\[
N\propto|E-E_c|^{-1/2}
\]

at fixed accuracy, close enough to \(E_c\) for this point to control the error. At \(E=E_c\) the denominator vanishes at a point where the shift also vanishes. The gradient deformation cannot remove that singularity, and exponential convergence is lost even when the integral itself is finite.

The complex momentum shift gives the retarded one-band Green function without broadening, with a grid error that falls exponentially for an analytic cutoff away from van Hove energies and at a rate that closes as \(|E-E_c|^{1/2}\) near them. What remains is to choose the cutoff, extend the method to several bands, and test the results and rates numerically against independent values.
